# Welton's Fluctuation Picture and Screened Self-Energy Shifts of Valence s Electrons

## The choice to be made

Suppose the self-energy shift of the Li 2s or Na 3s electron is to be added to an atomic-structure calculation. Hydrogenic shifts are available and grow roughly as $Z^4/n^3$. One could insert an effective charge into that formula, or keep the bare charge and multiply by a ratio of electron densities at the nucleus. The two choices give different answers. The decision depends on which property of the orbital the self-energy responds to. At leading order this is the mean Laplacian of the potential, which for an s electron is $4\pi$ times the bare nuclear charge times the density at the nucleus, apart from a smaller term from the core density discussed below.

Atomic units are used, with $c=1/\alpha$ and Gaussian field conventions. The electron has charge $-1$ and potential energy $V(\mathbf r)$; the nucleus is a fixed point of charge $Z$. The treatment is one-loop and of leading order in $Z\alpha$. Vacuum polarization, the other part of the Lamb shift, is left out. The result is

$$
\Delta E=\frac{1}{6}\langle\delta r^2\rangle\,\langle\nabla^2V\rangle,\qquad
\langle\delta r^2\rangle=\frac{2\alpha^3}{\pi}L,\qquad L=\ln\frac{K}{\bar k}. \tag{1}
$$

Here $K$ is an upper cutoff near the rest energy $c^2$, and $\bar k$ is a mean atomic excitation energy.

## First derivation: an electron shaken by the vacuum

**The field.** Counting two polarizations, the number of modes per unit volume between $\omega$ and $\omega+d\omega$ is

$$
2\,\frac{4\pi k^2dk}{(2\pi)^3}=\frac{\omega^2d\omega}{\pi^2c^3},\qquad k=\omega/c .
$$

Each mode has zero-point energy $\omega/2$. The energy density $(E^2+B^2)/8\pi$ is shared equally between the two fields, so its mean is $\langle E^2\rangle/4\pi$. Hence

$$
\frac{\langle E^2\rangle_\omega}{4\pi}=\frac{\omega^2}{\pi^2c^3}\,\frac{\omega}{2}
\quad\Rightarrow\quad \langle E^2\rangle_\omega=\frac{2\omega^3}{\pi c^3}.
$$

**The displacement.** When the field oscillates much faster than the electron moves in the atom, the binding force can be neglected during one period. Then $\delta\ddot{\mathbf r}=-\mathbf E$. For a field of frequency $\omega$, $\delta\ddot{\mathbf r}=-\omega^2\delta\mathbf r$, so $\delta\mathbf r=\mathbf E/\omega^2$. Different modes are uncorrelated and their squares add:

$$
\langle\delta r^2\rangle=\int\frac{d\omega}{\omega^4}\frac{2\omega^3}{\pi c^3}
=\frac{2\alpha^3}{\pi}\ln\frac{\omega_{\max}}{\omega_{\min}} . \tag{2}
$$

An explicit sum over the modes of a box, for a frequency ratio of 6, agrees with this logarithm to 0.1%.

The limits express where the free, nonrelativistic response fails. At low frequencies the binding force resists the displacement, which sets $\omega_{\min}$; the second derivation identifies it with $\bar k$. Near $\omega\sim c^2$ the electron becomes relativistic, so $\omega_{\max}\sim c^2$. This argument does not fix the value of either limit, and guessing the lower one from the binding energy would be far off: for hydrogen 2s the value of $\bar k$ found below is 8.3 hartree, 67 times the ionization energy.

**The average potential.** Expand in the displacement:

$$
V(\mathbf r+\delta\mathbf r)=V+\sum_i\delta r_i\,\partial_iV+\frac12\sum_{ij}\delta r_i\delta r_j\,\partial_i\partial_jV+\dots
$$

The vacuum has no preferred direction. Therefore $\langle\delta r_i\rangle=0$ and $\langle\delta r_i\delta r_j\rangle=\delta_{ij}\langle\delta r^2\rangle/3$. The second-order term becomes $\frac16\langle\delta r^2\rangle\nabla^2V$, and its expectation value in the atomic state gives (1).

**The Coulomb point.** For $V=-Z/r$ the expansion fails at $r\lesssim\delta r$, which is where the whole effect arises. The average must be taken without expanding. The displacement is a sum of independent ground-state oscillator amplitudes, each Gaussian, so it is itself Gaussian, with variance $\sigma^2=\langle\delta r^2\rangle/3$ along each axis. Smearing turns $-Z/r$ into $-Z\,\mathrm{erf}(r/a)/r$ with $a=\sqrt2\,\sigma$. The change is $W(r)=Z\,\mathrm{erfc}(r/a)/r$: positive, and confined to $r\lesssim a$.

If the density varies little over this distance, only the volume integral of $W$ matters. Integration by parts gives $\int_0^\infty x\,\mathrm{erfc}\,x\,dx=\frac{1}{\sqrt\pi}\int_0^\infty x^2e^{-x^2}dx=\frac14$, so

$$
\int W\,d^3r=4\pi Z\,\frac{a^2}{4}=2\pi Z\sigma^2=\frac16\langle\delta r^2\rangle\,4\pi Z .
$$

This is what (1) gives with $\nabla^2(-Z/r)=4\pi Z\,\delta(\mathbf r)$. The contact term is therefore sound although the Taylor series is not.

The first correction comes from the cusp: a hydrogenic s density starts as $|\psi(0)|^2(1-2Zr)$. With $\int_0^\infty x^2\,\mathrm{erfc}\,x\,dx=1/(3\sqrt\pi)$, the relative correction is

$$
-2Za\,\frac{1/(3\sqrt\pi)}{1/4}=-\frac{8\sqrt2}{3\sqrt\pi}\,Z\sigma\approx-2.13\,Z\sigma .
$$

For hydrogen 2s the rms displacement is $1.395\times10^{-3}$ bohr, so $\sigma=8.05\times10^{-4}$ bohr and the correction is $-0.0017$. Quadrature with the smeared potential gives 0.9983 of the contact value, as expected.

The sign has a plain meaning. A shaken electron samples the nuclear attraction over a small region and cannot make full use of the deep point at the centre. Its energy rises.

## Second derivation: emission and reabsorption of a photon

**Second-order energy.** Now the electron is quantum mechanical from the start and the field is treated by perturbation theory. In the dipole approximation the coupling is $\mathbf p\cdot\mathbf A/c$. A mode with polarization $\boldsymbol\epsilon$ in volume $\Omega$ contributes $\mathbf A=\sqrt{2\pi c^2/(\omega\Omega)}\,\boldsymbol\epsilon\,(a+a^\dagger)$. Let $\mathbf p_{mn}=\langle m|\mathbf p|n\rangle$ and $\Delta_m=E_m-E_n$. The intermediate state contains one photon, so

$$
E^{(2)}=-\sum_m\sum_{\rm modes}\frac{2\pi}{\omega\Omega}\,\frac{|\boldsymbol\epsilon\cdot\mathbf p_{mn}|^2}{\Delta_m+\omega}.
$$

The mode sum is $\Omega\int\omega^2d\omega/(2\pi c)^3$ together with polarizations and directions, for which $\sum_\epsilon\int d\hat{\mathbf k}\,|\boldsymbol\epsilon\cdot\mathbf p|^2=\frac{8\pi}{3}|\mathbf p|^2$. The factors combine as $2\pi\cdot\frac{8\pi}{3}\cdot\frac{1}{8\pi^3}=\frac{2}{3\pi}$:

$$
E^{(2)}=-\frac{2\alpha^3}{3\pi}\sum_m|\mathbf p_{mn}|^2\int_0^K\frac{\omega\,d\omega}{\Delta_m+\omega}.
$$

The term $A^2/2c^2$ is the same for every state in this approximation and drops out of level differences.

**Mass subtraction.** A free electron in the dipole approximation keeps its momentum, so $\Delta=0$ and its energy is $-\frac{2\alpha^3}{3\pi}p^2\int_0^Kd\omega$. This is a change of kinetic energy already contained in the measured mass. Its expectation value in the bound state, with $\langle p^2\rangle=\sum_m|\mathbf p_{mn}|^2$, must be subtracted. Since $1-\omega/(\Delta_m+\omega)=\Delta_m/(\Delta_m+\omega)$,

$$
\Delta E=\frac{2\alpha^3}{3\pi}\sum_m|\mathbf p_{mn}|^2\Delta_m\int_0^K\frac{d\omega}{\Delta_m+\omega}
\simeq\frac{2\alpha^3}{3\pi}\sum_m|\mathbf p_{mn}|^2\Delta_m\ln\frac{K}{|\Delta_m|}, \tag{3}
$$

for $K\gg|\Delta_m|$. The sum also contains levels with $|\Delta_m|$ of order $K$ and above, for which the last step fails. For an s state they carry a fraction of order $Z\alpha$ of the sum (about 1% for hydrogen 2s, 4% for 2s at $Z=3$ and 12% for 3s at $Z=11$), which is beyond the order kept here. For lower-lying states the principal value is taken.

**The Laplacian.** Write out the double commutator:

$$
\langle[\mathbf p\cdot,[H,\mathbf p]]\rangle=\langle2\,\mathbf p\cdot H\mathbf p-p^2H-Hp^2\rangle=2\sum_m|\mathbf p_{mn}|^2\Delta_m .
$$

On the other hand, $[H,\mathbf p]=[V,\mathbf p]=i\nabla V$, and $[\mathbf p\cdot,i\nabla V]=(-i)(i)\nabla^2V=\nabla^2V$. Therefore

$$
\sum_m|\mathbf p_{mn}|^2\Delta_m=\tfrac12\langle\nabla^2V\rangle. \tag{4}
$$

Define $\bar k$ as the weighted mean

$$
\ln\bar k=\frac{\sum_m|\mathbf p_{mn}|^2\Delta_m\ln|\Delta_m|}{\sum_m|\mathbf p_{mn}|^2\Delta_m}. \tag{5}
$$

Then (3) becomes $\Delta E=\frac{\alpha^3}{3\pi}L\langle\nabla^2V\rangle$. Since $\frac16\cdot\frac{2\alpha^3}{\pi}=\frac{\alpha^3}{3\pi}$, this is (1), now with a definite lower cutoff.

**Two further cases.** For a harmonic potential $V=\frac12\omega_0^2r^2$, the momentum connects only levels with $|\Delta_m|=\omega_0$, so $\bar k=\omega_0$. The Laplacian is the constant $3\omega_0^2$, so every level moves by the same amount and no spacing changes.

For hydrogenic states with $l>0$ the density at the nucleus vanishes, and with it $\langle\nabla^2V\rangle$. The fluctuation picture then gives zero. In (3) the cutoff cancels, but the sum of $|\mathbf p_{mn}|^2\Delta_m\ln|\Delta_m|$ need not vanish, because terms of both signs carry different logarithms. Such a remainder is not a Laplacian, and definition (5) cannot be used. The screening rule below is therefore restricted to s electrons.

## What each derivation assumes

The first derivation assumes a classical free response at every frequency that matters and inserts both limits by hand. In return it shows why the effect is local: the smeared potential differs from $-Z/r$ only within a distance of the nucleus comparable with the tiny displacement of the electron.

The second assumes weak coupling and drops the spatial phase of the photon. During one field period the electron travels about $v/\omega$, over which the phase changes by about $v/c$. The approximation is thus good for a slow electron even when the wavelength is shorter than the atom, provided that $\omega\ll c^2$, so that the recoil energy $\omega^2/2c^2$ is small compared with $\omega$. It needs no assumption about binding, and it determines $\bar k$ from the spectrum.

Neither derivation fixes $K$, since both are nonrelativistic. The full one-loop calculation for s states gives $K=\frac12c^2e^{5/6}=1.15\,c^2$. This constant is imported here, not derived. Replacing it by $c^2$ lowers $L$ by $\ln1.15=0.14$, which is 1.8% of the hydrogen 2s value.

## The hydrogenic shift

For $V=-Z/r$ and $|\psi_{ns}(0)|^2=Z^3/(\pi n^3)$, the mean Laplacian is $4Z^4/n^3$. Write $\bar k=k_0(n)Z^2/2$, where $k_0$ does not depend on $Z$ because all hydrogenic energies scale as $Z^2$. Then

$$
\Delta E_{\rm H}(n,Z)=\frac{4\alpha^3Z^4}{3\pi n^3}L,\qquad
L=\ln\frac{1}{(Z\alpha)^2}+\frac56-\ln k_0(n). \tag{6}
$$

Direct evaluation of (5) gives $\ln k_0=2.984$, 2.812 and 2.768 for $n=1,2,3$. For hydrogen 2s, $L=9.841+0.833-2.812=7.862$, and the shift is 1066.5 MHz.

Of the four powers of $Z$, three come from the density and one from the Laplacian. Screening changes the density. It does not change the charge the electron meets at the nucleus.

## From one electron to an atom

**Which Laplacian?** In a mean field with core density $\rho_{\rm core}$,

$$
\nabla^2V=4\pi Z\,\delta(\mathbf r)-4\pi\rho_{\rm core}(\mathbf r),\qquad
\langle\nabla^2V\rangle=4\pi Z|\varphi(0)|^2(1-\eta),
$$

with $\eta=\int\rho_{\rm core}|\varphi|^2d^3r\,/\,(Z|\varphi(0)|^2)$. This treats the core as a rigid charge cloud that does not respond to the vacuum field. But consider a field whose wavelength exceeds the atom and whose frequency is well above the atomic excitation energies. Every electron then responds as if free, all are displaced together, and their mutual distances do not change.

The second derivation makes this precise. The coupling is then to the total momentum $\mathbf P=\sum_i\mathbf p_i$, which commutes with every $1/r_{ij}$. The double commutator leaves only the nuclear part:

$$
\tfrac12\langle[\mathbf P\cdot,[H,\mathbf P]]\rangle=2\pi Z\,\rho(0),
$$

where $\rho(0)$ is the total electron density at the nucleus. The cross terms $\mathbf p_i\cdot\mathbf p_j$ in $P^2$ are not mass corrections; they belong to the transverse-photon exchange between electrons, which is counted with the Breit interaction.

For wavelengths shorter than the distance between electrons, common motion is lost. The two-electron contact terms that then arise lie outside this picture. This short-wave range is most of the logarithm. Common motion ends near $\omega\sim c/d$, where $d$ is the distance between the electrons. Even for $d$ as small as $3/(2Z)$, the size of the 1s shell, this is only about 270 hartree for Li and 1000 hartree for Na, while $\bar k=k_0Z^2/2$ is 75 and 960 hartree and $K\approx21600$ hartree. The long-wave range covers less than a quarter of $L$ for Li and almost none of it for Na. Dropping $\eta$ from the rule, as I do, is therefore a simplification and not a consequence of common motion; $\eta$ serves as a rough measure of what the two-electron terms could contribute.

**Why the logarithm carries over.** Near the nucleus the mean field is $-Z/r+v_0$, where $v_0$ is the core repulsion at the origin. With $w=v_0-E$, the radial function obeys $u''=2(-Z/r+w)u$. Inserting $u\propto r-Zr^2+br^3$ and comparing terms linear in $r$ gives $6b=2(Z^2+w)$, so

$$
u\propto r-Zr^2+\tfrac13(Z^2+w)r^3+\dots
$$

The first two terms are the same for every s state. Screening enters in the third, with relative weight $w/Z^2$. High excitation energies probe this inner region, so $\bar k$ should stay near its bare-nucleus value when $w/Z^2$ is small. With a common $L$, all that remains is the density ratio:

$$
\Delta E_{\rm val}\approx R\,\Delta E_{\rm H}(n,Z),\qquad R=\frac{|\varphi_v(0)|^2}{Z^3/(\pi n^3)}. \tag{7}
$$

If the number of core electrons is held fixed while $Z$ grows, their repulsion becomes weak relative to the nuclear attraction, and $R\to1$.

**Effective charge.** One may define $Z_d$ by $|\varphi_v(0)|^2=Z_d^3/(\pi n^3)$, so that $Z_d=ZR^{1/3}$. Rule (7) is then proportional to $Z\,Z_d^3$. Using $Z_d^4$ instead would multiply the prefactor by $R^{1/3}$, which is 0.54 for the Li orbital below and 0.32 for Na. With $Z_d$ in the logarithm of (6) as well, the whole shift would be multiplied by 0.655 and 0.558. This answers the opening question: keep the bare charge and use the density ratio.

**Testing the rule.** The sum (3) was evaluated for a valence electron in two fixed model potentials, with core density $N\kappa^3e^{-\kappa r}/8\pi$ and $N=Z-1$. It runs over all p levels of the potential, as befits a one-electron problem.

- $Z=3$, $\kappa=5.375$, 2s: the direct sum is 0.890 of the rule. Here $\eta=0.073$, and the Bethe logarithm is 3.041 instead of 2.812. With $L=5.665$ for the bare nucleus, these account for the ratio: $(1-0.073)\times(5.665-0.229)/5.665=0.890$.
- $Z=11$, $\kappa=4.5$, 3s: the ratio is 0.962, with $\eta=0.010$ and a logarithm of 2.856 instead of 2.768.

For this core $v_0=N\kappa/2$, so $w/Z^2$ is 0.62 in the first model and 0.19 in the second. The smaller change of the logarithm in the second goes in the direction of the series argument, though the two models differ in $Z$, $n$ and $\kappa$ at once. The second core is more diffuse than that of Na$^+$: it has $v_0=22.5$ hartree, whereas the 1s pair of sodium alone gives nearly $2Z=22$ and the eight $n=2$ electrons add to this. With the electrostatic potential of the Hartree–Fock Na$^+$ core ($v_0=35$ hartree) in its place, the deviation grows to 6% ($\eta=0.025$); adding a local exchange term brings it back to about 4%. Fixed-core models thus place it at 4 to 6% for sodium. The 11% deviation in the first is not purely an error of (7), because the direct sum contains the whole rigid-core term, of which common motion removes the long-wave part; that part is the smaller one.

**Core relaxation.** An ionization energy compares two separately relaxed systems. Represent the self-energy by a contact operator $C\delta(\mathbf r)$ acting on each electron, with $C=\frac43\alpha^3ZL$. For variational energies the first-order change is the expectation value of the operator, so

$$
\frac{d}{dC}(E_{\rm ion}-E_{\rm atom})=-[\rho_{\rm atom}(0)-\rho_{\rm ion}(0)].
$$

The density difference replaces $|\varphi_v(0)|^2$ in (7), and the ionization energy decreases. This step also assumes that one $L$ serves for the valence electron and for the change in the core. For Li, finite differences of the self-consistent energies give 0.1428 bohr$^{-3}$, against 0.1426 from the densities.

## Lithium and sodium

The densities come from nonrelativistic restricted Hartree–Fock, open-shell for the atoms, in large Gaussian bases. The same bases reproduce the nuclear density of the one-electron ions to 0.1% or better. A denser basis moves the densities quoted below in the last digit, by up to 0.0003 bohr$^{-3}$ for Na and 0.0001 bohr$^{-3}$ for Li. Correlation, spin polarization of the core and relativistic changes of the orbitals are left out.

**Li 2s.** The valence density at the nucleus is 0.1665 bohr$^{-3}$ and the hydrogenic one is $27/(8\pi)=1.0743$ bohr$^{-3}$, so $R=0.155$. The hydrogenic shift follows from hydrogen 2s by scaling:

$$
1066.5\ \text{MHz}\times3^4\times\frac{5.665}{7.862}\approx62.2\ \text{GHz}.
$$

Rule (7) gives $0.155\times62.2\approx9.6$ GHz. With the density difference the ratio is $0.1426/1.0743=0.133$, and the shift is 8.3 GHz.

**Na 3s.** Here $R=0.5292/15.69=0.0337$ and $L=3.110$. The hydrogenic shift is 1830 GHz, which gives $0.0337\times1830\approx62$ GHz for the frozen orbital. The density difference, 0.5591 bohr$^{-3}$, raises this to 65 GHz.

Relaxation thus lowers the Li result by 14% and raises the Na result by 6%. The densities show where the sign comes from. Subtracting the valence density from the atom–ion difference leaves the change of the core density at the nucleus when the valence electron is present: $0.1426-0.1665=-0.024$ bohr$^{-3}$ in Li, and $0.5591-0.5292=+0.030$ bohr$^{-3}$ in Na. The calculation does not separate the causes of this difference in sign.

The expansion in $Z\alpha$ sets another limit. The next term in the bracket of the hydrogenic one-loop shift has the known coefficient $4\pi(\frac{139}{128}-\frac12\ln2)Z\alpha$, to be compared with $\frac43L$. This coefficient is also imported. It amounts to 2.7% of the leading term for Li and 18% for Na. For Na the leading-order hydrogenic input is therefore a larger source of error than relaxation, and a hydrogenic value calculated without expansion in $Z\alpha$ should take its place before $R$ is applied. For Li the relaxation matters more, and possibly the two-electron terms ($\eta=0.07$) do too. The change of the logarithm is 4% of $L$ in the first model, which has no exchange; a local exchange term added to the Li$^+$ core potential reduces it to about 2%, so its size for real Li is not settled by these models. For Na the deviation of rule (7) itself, 4 to 6% in fixed-core models, is comparable with the relaxation. This comparison covers only the effects treated here. Correlation, which the Hartree–Fock densities omit, is not small for Na: a second-order (MP2) estimate raises the atom–ion density difference by roughly 15%, while for Li it lowers it by about 2%. The numerical output below lists the values to more digits than these approximations justify.

## Calculated quantities

```
alpha = 0.007297353
1 hartree = 6.579684e+09 MHz
cutoff K / (m c^2) = 1.1505
box mode sum / logarithmic law = 1.00078
H 1s: Bethe logarithm = 2.984
H 2s: Bethe logarithm = 2.812
H 3s: Bethe logarithm = 2.768
H 2s: L = 7.862
H 2s: rms displacement = 1.395e-03 bohr
H 2s: self-energy shift = 1066.5 MHz
H 2s: smeared / contact shift = 0.9983
Li-like model: kappa = 5.375 1/bohr, n = 2
  valence energy = -0.1750 hartree
  density ratio R = 0.20963
  core overlap eta = 0.0728
  valence Bethe logarithm = 3.041
  direct sum / screening rule = 0.8897
Z=11 model: kappa = 4.5 1/bohr, n = 3
  valence energy = -0.1618 hartree
  density ratio R = 0.04270
  core overlap eta = 0.0099
  valence Bethe logarithm = 2.856
  direct sum / screening rule = 0.9619
Li 2s: HF energy = -7.43273 hartree
  basis density / exact, 1-electron ion = 0.99977
  valence density at nucleus = 0.1665 bohr^-3
  atom minus ion density = 0.1426 bohr^-3
  hydrogenic density = 1.0743 bohr^-3
  R = 0.15502, relaxed R = 0.13278
  L = 5.665
  hydrogenic shift = 62.24 GHz
  screened valence shift = 9.649 GHz
  with core relaxation = 8.264 GHz
  next order in Z alpha / leading = 0.027
  density difference from energies = 0.1428 bohr^-3
Na 3s: HF energy = -161.85888 hartree
  basis density / exact, 1-electron ion = 0.99916
  valence density at nucleus = 0.5292 bohr^-3
  atom minus ion density = 0.5591 bohr^-3
  hydrogenic density = 15.6915 bohr^-3
  R = 0.03373, relaxed R = 0.03563
  L = 3.110
  hydrogenic shift = 1830.31 GHz
  screened valence shift = 61.730 GHz
  with core relaxation = 65.210 GHz
  next order in Z alpha / leading = 0.180
```
